\section*{Cohesive Energy of a Face-Centred-Cubic Lennard-Jones Crystal of Globular Molecules}

\section{Problem}

A volatile precursor consists of nearly spherical molecules that crystallise in a face-centred-cubic (fcc) lattice. Each molecule is represented by one interaction centre, and two molecules a distance $d$ apart have the Lennard-Jones energy
\begin{equation}
u(d)=4\varepsilon\left[\left(\frac{\sigma}{d}\right)^{12}-\left(\frac{\sigma}{d}\right)^{6}\right].
\end{equation}
Here $\varepsilon>0$ is the well depth and $\sigma$ is the distance at which $u=0$. The crystal is infinite, perfect and motionless, all pairs interact without a cutoff, and there are no many-body forces.

Evaluate the lattice sums that are needed. Then find the nearest-neighbour distance that minimises the energy under uniform scaling, and the static cohesive energy per molecule in units of $\varepsilon$. This is the energy needed to take the motionless crystal apart into separated molecules at rest. Apply the result to $\varepsilon/k_{\mathrm B}=500$ K and $\sigma=0.60$ nm, which are round model parameters and not those of a named compound.

\section{A tempting solution}

Let $r$ be the nearest-neighbour distance and let $rl$ be the distance from a chosen molecule to another site, so that $l$ is dimensionless. Define
\begin{equation}
A_p={\sum_{\mathbf l}}' |\mathbf l|^{-p},
\end{equation}
where the prime omits the origin. The total energy of $N$ molecules is half the double sum of $u$ over ordered pairs, because that double sum meets each pair twice. All molecules in the infinite crystal are equivalent, so the energy per molecule is
\begin{align}
U(r)&=\frac12{\sum_{\mathbf l}}'u(r|\mathbf l|)\nonumber\\
&=2\varepsilon\left[A_{12}\left(\frac{\sigma}{r}\right)^{12}-A_6\left(\frac{\sigma}{r}\right)^6\right].
\label{eq:U}
\end{align}

The pair energy is lowest where
\begin{equation}
\frac{du}{dd}=\frac{4\varepsilon}{d}\left[-12\left(\frac{\sigma}{d}\right)^{12}+6\left(\frac{\sigma}{d}\right)^6\right]=0 ,
\end{equation}
that is, at $(\sigma/d)^6=1/2$, or $d=r_m=2^{1/6}\sigma\approx1.122\sigma$. There $u=4\varepsilon(1/4-1/2)=-\varepsilon$. It seems natural to put the neighbours at this distance, where each contact is at its best, and to add the more distant molecules afterwards. With $A_6=14.454$ and $A_{12}=12.132$, this gives
\begin{equation}
U(r_m)=2\varepsilon\left(\frac{A_{12}}4-\frac{A_6}{2}\right)
=\varepsilon\left(\frac{A_{12}}2-A_6\right)\approx-8.39\,\varepsilon,
\label{eq:wrong}
\end{equation}
and the proposed cohesive energy is $8.39\varepsilon$.

\section{Where it fails}

The factor one half and the two sums are sound; the sums are evaluated below. The fault is the choice $r=r_m$. The problem asks for the minimum of $U$, whereas $r_m$ is the minimum of $u$. Differentiating Eq.~\eqref{eq:U} gives
\begin{equation}
r\frac{dU}{dr}=2\varepsilon\left[-12A_{12}\left(\frac{\sigma}{r}\right)^{12}+6A_6\left(\frac{\sigma}{r}\right)^6\right].
\end{equation}
At $r_m$ the two powers are $1/4$ and $1/2$, so
\begin{equation}
\left.r\frac{dU}{dr}\right|_{r_m}=2\varepsilon(-3A_{12}+3A_6)=6\varepsilon(A_6-A_{12}).
\end{equation}
The twelve nearest neighbours have $l=1$ and contribute equally to both sums. Every other site has $l>1$, hence $l^{-6}>l^{-12}$, and so $A_6>A_{12}$. The derivative is positive, and a slightly smaller spacing lowers the energy.

In physical terms, the nearest neighbours exert no net force under scaling at $r_m$, since they sit at the pair minimum. All farther molecules are beyond that minimum and attract. Nothing balances their pull until the nearest neighbours have been pressed into their repulsive region. Equation~\eqref{eq:wrong} is therefore the energy of a crystal held open at the wrong spacing.

\section{The lattice sums}

\subsection{Counting shells}

The cubic cell edge is $a=\sqrt2\,r$, because nearest neighbours lie half a face diagonal apart. With $r=1$, the sites are
\begin{equation}
\mathbf l=\frac{(i,j,k)}{\sqrt2},\qquad i+j+k\ \text{even}.
\end{equation}
An integer and its square have the same parity, so $i^2+j^2+k^2$ is also even and
\begin{equation}
l^2=\frac{i^2+j^2+k^2}{2}=m
\end{equation}
is an integer. If shell $m$ contains $N_m$ sites, then
\begin{equation}
A_p=\sum_{m\ge1}N_m m^{-p/2}.
\end{equation}
For $m=1$ the integer triples are the permutations of $(\pm1,\pm1,0)$: three positions for the zero and four sign choices give $N_1=12$. For $m=2$ they are the permutations of $(\pm2,0,0)$, so $N_2=6$. For $m=3$, $(\pm2,\pm1,\pm1)$ gives $3\times8=24$. Continuing in this way gives the following partial sums.

\begin{center}
\begin{tabular}{rrrr}
$m$ & $N_m$ & partial $A_6$ & partial $A_{12}$\\
1&12&12.0000&12.00000\\
2&6&12.7500&12.09375\\
3&24&13.6389&12.12667\\
4&12&13.8264&12.12960\\
5&24&14.0184&12.13114\\
6&8&14.0554&12.13131\\
7&48&14.1954&12.13172\\
8&6&14.2071&12.13174\\
9&36&14.2565&12.13181\\
10&24&14.2805&12.13183
\end{tabular}
\end{center}

The repulsive sum has nearly converged, but the attractive sum has not. The number of sites in a thin spherical layer grows on average as $l^2$, so the part of $A_6$ beyond $R$ falls as $R^{-3}$, while that of $A_{12}$ falls as $R^{-9}$.

A continuum estimate supplies most of the missing part. The site density is $4/a^3=\sqrt2$ for $r=1$. The ten shells and the origin contain $201$ sites. Choose $R$ so that a sphere of that radius holds this number on average: $gR^3=201$, with $g=4\pi\sqrt2/3=5.924$. The tail is then
\begin{equation}
4\pi\sqrt2\int_R^\infty \rho^{2-6}\,d\rho=\frac{g}{R^3}=\frac{g^2}{201}\approx0.1746,
\end{equation}
so $A_6\approx14.2805+0.1746=14.455$. This is an estimate without an error bound, which the next step provides.

\subsection{Bounding the remainder}

Assign to each site the cell of points nearer to it than to any other site. Its volume is $1/\sqrt2$. No point of a cell is farther than $c=1/\sqrt2$ from its site, as the following construction shows.

In the coordinates $(i,j,k)$, round each coordinate of an arbitrary point to the nearest integer. The errors have magnitudes at most $1/2$. If the rounded integers have an even sum, they form a site whose squared distance from the point is at most $3/4$. If the sum is odd, take the coordinate with the largest error $\delta$ and round it the other way, which makes its error $1-\delta$. The sum becomes even, and the squared distance is at most
\begin{equation}
(1-\delta)^2+2\delta^2=1-\delta(2-3\delta)\le1,
\qquad 0\le\delta\le\tfrac12.
\end{equation}
Division by $\sqrt2$ converts the distance $1$ to $c$. The point $(1,0,0)$ attains it.

For a point $\mathbf x$ in the cell of site $\mathbf l$, the triangle inequality gives $|\mathbf x|-c\le l\le|\mathbf x|+c$. Let $T_p$ be the sum over sites with $l>R$, where $R>2c$. Their cells lie in $|\mathbf x|>R-c$, so replacing $l$ by the smaller quantity $|\mathbf x|-c$ gives an upper bound:
\begin{align}
T_p&\le4\pi\sqrt2\int_{R-c}^{\infty}\frac{\rho^2\,d\rho}{(\rho-c)^p}
=4\pi\sqrt2\int_{R-2c}^{\infty}\frac{(s+c)^2}{s^p}\,ds\nonumber\\
&=4\pi\sqrt2\left[\frac{S^{3-p}}{p-3}+\frac{2cS^{2-p}}{p-2}+\frac{c^2S^{1-p}}{p-1}\right],
\label{eq:tail}
\end{align}
with $s=\rho-c$ and $S=R-2c$. Conversely, the same cells cover all of $|\mathbf x|>R+c$, and there $l^{-p}\ge(|\mathbf x|+c)^{-p}$. The same integration with $c$ replaced by $-c$ throughout, including $S=R+2c$, gives the lower bound.

For $R=40$, direct summation gives $14.453828$ for $A_6$, and the remainder lies between $8.13\times10^{-5}$ and $1.060\times10^{-4}$. Hence
\begin{equation}
14.45390<A_6<14.45394 .
\end{equation}
For $A_{12}$ the remainder is below $1.1\times10^{-14}$, and $A_{12}=12.13188$.

\subsection{A second evaluation}

A different representation checks the count and the tail together. Put $p=2s$ and use
\begin{equation}
\Gamma(s)(\pi l^2)^{-s}=\int_0^\infty t^{s-1}e^{-\pi l^2t}\,dt .
\end{equation}
Summed over the nonzero sites, the exponential becomes $\Theta(t)-1$, where $\Theta(t)=\sum_{\mathbf l}e^{-\pi l^2t}$ includes the origin. Gaussians decay fast for large $t$ but slowly for small $t$. On $0<t<1$, Poisson's summation formula, with the Fourier transform of a Gaussian, gives
\begin{equation}
\Theta(t)=\sqrt2\,t^{-3/2}\sum_{\mathbf k}e^{-\pi k^2/t}.
\end{equation}
The factor $\sqrt2$ is the site density, and $\mathbf k$ runs over the vectors for which every $\mathbf k\cdot\mathbf l$ is an integer. These are $(h_1,h_2,h_3)/\sqrt2$ with the three integers all even or all odd.

The term $\mathbf k=0$ integrates to $\sqrt2/(s-3/2)$ for $s>3/2$, and the subtracted $1$ gives $-1/s$. In the other reciprocal terms put $t=1/v$. With $E_\nu(z)=\int_1^\infty v^{-\nu}e^{-zv}dv$, the result is
\begin{align}
\frac{\Gamma(s)}{\pi^s}A_{2s}={}&\frac{\sqrt2}{s-3/2}-\frac1s
+{\sum_{\mathbf l}}'E_{1-s}(\pi l^2)\nonumber\\
&+\sqrt2{\sum_{\mathbf k}}'E_{s-1/2}(\pi k^2).
\end{align}
Both sums now converge exponentially. They give $A_6=14.45392$ and $A_{12}=12.13188$, in agreement with the bounds.

\section{The correct minimum}

Set $x=(\sigma/r)^6$. As $r$ runs through all positive values, so does $x$, and each $x$ belongs to one $r$. Completing the square in Eq.~\eqref{eq:U} gives
\begin{align}
U&=2\varepsilon(A_{12}x^2-A_6x)\nonumber\\
&=2\varepsilon A_{12}\left(x-\frac{A_6}{2A_{12}}\right)^2-\frac{\varepsilon A_6^2}{2A_{12}}.
\label{eq:square}
\end{align}
The square is never negative and $A_{12}>0$, so there is one minimum, at
\begin{equation}
x_0=\frac{A_6}{2A_{12}}=\frac{14.4539}{24.2638}=0.5957 .
\end{equation}
The spacing follows from $r=\sigma x^{-1/6}$:
\begin{equation}
r_0=\left(\frac{2A_{12}}{A_6}\right)^{1/6}\sigma=1.0902\,\sigma .
\end{equation}
Separated molecules at rest have zero energy, so the cohesive energy is $-U(r_0)$:
\begin{equation}
E_{\mathrm{coh}}=\frac{A_6^2}{2A_{12}}\,\varepsilon
=\frac{(14.4539)^2}{24.2638}\,\varepsilon\approx8.61\,\varepsilon .
\label{eq:result}
\end{equation}
The bounds on the sums place the coefficient between $8.6101$ and $8.6103$, so the two decimals quoted are secure within the model.

The attractive tail matters for this accuracy. Stopping both sums after ten shells would give $(14.2805)^2/24.2637=8.405$, which is $2.4\%$ below the full value. With the continuum estimate $A_6\approx14.455$, the hand calculation already returns $8.61$.

Direct minimisation of the pair sum over a large finite block of sites gives $-8.6099\varepsilon$ at $1.0902\sigma$. The block omits distant attraction, which is why its energy lies slightly above the infinite-lattice value.

\subsection{Checking the factor one half}

Without the factor one half the answer would be $17.22\varepsilon$. Finite crystals provide a check in which each pair is simply counted once. Take a cube of $n\times n\times n$ cubic cells with four molecules per cell. Two cells displaced by $(\alpha,\beta,\gamma)$ cell edges fit into the cube in $(n-|\alpha|)(n-|\beta|)(n-|\gamma|)$ ways. For an interaction of range shorter than the cube, the total energy is therefore a cubic polynomial in $n$. Its leading term is $4n^3U$, and the lower powers contain the surface, edge and corner energies. The third difference of $n^3$ is $6$ and that of any lower power is zero, so the third difference of the total energy is $24U$.

The Lennard-Jones attraction has no finite range, so a small deviation is expected. Cubes with $n=5,6,7,8$ at spacing $r_0$ give $U=-8.609\varepsilon$. This confirms the factor. The cohesive energy is thus the bulk energy of the crystal divided by the number of molecules. It is not the energy needed to pull a single molecule out of the interior while the others stay fixed. That would break all the pairs of that molecule, with no sharing, and would cost $2E_{\mathrm{coh}}=17.22\varepsilon$.

\section{Reading the result}

If the nearest neighbours alone interacted, both sums would equal $12$. Equations~\eqref{eq:square} and \eqref{eq:result} would then give $x_0=1/2$, $r_0=r_m$ and $E_{\mathrm{coh}}=6\varepsilon$: twelve contacts of depth $\varepsilon$, each shared by two molecules. In this limit the tempting choice of spacing is correct.

Including all shells at $r_m$ raises the cohesive energy to $8.39\varepsilon$. Relaxing the spacing adds, by Eq.~\eqref{eq:square},
\begin{equation}
U(r_m)-U(r_0)=2\varepsilon A_{12}\left(\tfrac12-x_0\right)^2
=24.264\,(0.0957)^2\,\varepsilon=0.222\,\varepsilon .
\end{equation}
This gain is the net result of two opposing changes. At $r_0$ each nearest-neighbour contact has energy $4\varepsilon(x_0^2-x_0)=-0.963\varepsilon$, so the first shell contributes $6(-0.963\varepsilon)=-5.78\varepsilon$ and has lost $0.22\varepsilon$ of binding. The farther shells contribute the remaining $-2.83\varepsilon$, compared with $-2.39\varepsilon$ at $r_m$, and have gained $0.44\varepsilon$.

The wrong spacing underestimates the cohesive energy by $2.6\%$ of its correct value. The error in volume is larger. Since $r_0/r_m=0.9712$, the volume at $r_m$ exceeds the correct one by the factor $(0.9712)^{-3}=1.09$. Near a minimum the energy error is quadratic in the displacement, whereas the volume error is linear, so a fairly good energy does not vouch for the density.

The two parts of the energy at $r_0$ are
\begin{align}
2\varepsilon A_{12}x_0^2&=\frac{\varepsilon A_6^2}{2A_{12}}=+8.61\,\varepsilon,\\
-2\varepsilon A_6x_0&=-\frac{\varepsilon A_6^2}{A_{12}}=-17.22\,\varepsilon .
\end{align}
Repulsion cancels half of the attraction. The ratio follows from the exponents: at the minimum, $12$ times the repulsive part must balance $6$ times the magnitude of the attractive part.

\section{The model precursor}

The molar well depth is $\varepsilon=R_{\mathrm g}\times500\ \mathrm K=4.157$ kJ/mol, where $R_{\mathrm g}$ is the gas constant. Therefore
\begin{equation}
E_{\mathrm{coh}}=8.610\times4.157\ \mathrm{kJ/mol}=35.8\ \mathrm{kJ/mol},
\end{equation}
or $0.371$ eV per molecule. The lengths and the volume per molecule are
\begin{align}
r_0&=1.0902\times0.60\ \mathrm{nm}=0.654\ \mathrm{nm},\\
a&=\sqrt2\,r_0=0.925\ \mathrm{nm},\\
a^3/4&=0.198\ \mathrm{nm^3}.
\end{align}
The pair-minimum spacing would have given $8.388\times4.157=34.9$ kJ/mol.

The coefficient $8.61$ does not depend on $\varepsilon$ or $\sigma$, but it does depend on the lattice and on the exponents $12$ and $6$. A large globular molecule whose attraction is spread over many surface atoms may need a different pair function, and the coefficient then has to be recalculated. With the same pair function and uniform scaling, the body-centred-cubic lattice gives $8.24$ and the simple cubic lattice $5.69$. The ideal hexagonal close-packed structure gives $8.611$ against $8.610$ for fcc. It is bound more strongly by about $10^{-3}\varepsilon$, so fcc is not the lowest static packing in this model, although the two share the rounded value $8.61$. Stability against shear is not examined here, because uniform scaling was the one deformation considered.

The value of $35.8$ kJ/mol is not a sublimation enthalpy. Zero-point motion, which lowers the cohesion, is left out, as are thermal energy, the pressure--volume work of the vapour, orientational order and changes of molecular shape on leaving the crystal. These must be added before the model is compared with vapour-pressure data. Further digits of the sums and energies are given in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Shell m, sites N_m, partial A6, partial A12 (dimensionless)
 1  12 12.000000 12.00000000
 2   6 12.750000 12.09375000
 3  24 13.638889 12.12667181
 4  12 13.826389 12.12960150
 5  24 14.018389 12.13113750
 6   8 14.055426 12.13130897
 7  48 14.195368 12.13171696
 8   6 14.207086 12.13173985
 9  36 14.256469 12.13180759
10  24 14.280469 12.13183159
Direct-sum cutoff R: 40 neighbour distances
Covering distance c: 0.707107 neighbour distances
A6 direct part to R: 14.45382846
A6 tail lower bound: 8.1277e-05
A6 tail upper bound: 1.0597e-04
A6 from split sum: 14.45392104
A12 direct part to R: 12.13188020
A12 tail lower bound: 5.3418e-15
A12 tail upper bound: 1.0761e-14
A12 from split sum: 12.13188020
E_coh lower bound: 8.610187 eps
E_coh upper bound: 8.610216 eps
Optimum x0 = (sigma/r0)^6: 0.595700
Optimum distance r0: 1.090173 sigma
Pair-minimum distance r_m: 1.122462 sigma
Ratio r0/r_m: 0.971234
Cohesive energy E_coh: 8.610200 eps
Repulsive part at r0: 8.610200 eps
Attractive part at r0: -17.220400 eps
First shell only, minimum energy: -6.000000 eps
All shells at r_m, energy: -8.387981 eps
Relaxation gain: 0.222219 eps
Numerical minimum, finite block: -8.609941 eps
Numerical optimum distance: 1.090176 sigma
Bulk energy from finite cubes: -8.60946 eps
Input eps/k_B: 500 K
Input sigma: 0.60 nm
Well depth eps: 4.1572 kJ/mol
Neighbour distance r0: 0.6541 nm
Cubic cell edge: 0.9250 nm
Volume per molecule: 0.1979 nm^3
Cohesive energy: 35.795 kJ/mol
Cohesive energy: 0.3710 eV per molecule
\end{verbatim}
